# Free-Particle Foldy-Wouthuysen Transformation of the Dirac Operator with a Potential

## Result

Hartree atomic units are used: the electron mass and $\hbar$ are 1, and $c$ is the inverse fine-structure constant. The Dirac operator is

$$h=h_0+V,\qquad h_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2 ,$$

where $V$ is a Hermitian potential energy multiplied by the $4\times4$ unit matrix. Define

$$E_p=\sqrt{c^2p^2+c^4},\qquad A=\sqrt{\frac{E_p+c^2}{2E_p}},\qquad R=\frac{c\,\boldsymbol\alpha\cdot\mathbf p}{E_p+c^2},\qquad U=A(1+\beta R).$$

Then $U$ is unitary and

$$\boxed{\,UhU^\dagger=\beta E_p+A(V+RVR)A+\beta A[R,V]A\,}\tag{1}$$

with $[R,V]=RV-VR$. The first two terms are even: they commute with $\beta$ and do not couple the upper and lower two-component spaces. The third is odd: it anticommutes with $\beta$ and couples them. Equation (1) involves no expansion in $V$ or in $1/c$. First-order Douglas-Kroll-Hess theory (DKH1) is the approximation that drops the odd term and keeps the upper block.

## Derivation

**Algebra of the factors.** The Dirac matrices obey $\beta^2=1$, $\beta\alpha_i=-\alpha_i\beta$ and $\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij}$. Since the components of $\mathbf p$ commute with one another, $(\boldsymbol\alpha\cdot\mathbf p)^2=p^2$. Therefore $\beta R=-R\beta$, and

$$R^2=\frac{c^2p^2}{(E_p+c^2)^2}=\frac{(E_p-c^2)(E_p+c^2)}{(E_p+c^2)^2}=\frac{E_p-c^2}{E_p+c^2}.$$

It follows that

$$1+R^2=\frac{2E_p}{E_p+c^2}=A^{-2}.\tag{2}$$

$A$ is a function of $p^2$ alone, so it commutes with $\beta$, $R$ and $h_0$. It does not commute with a position-dependent $V$.

**Unitarity.** $A$, $R$ and $\beta$ are Hermitian, so $U^\dagger=(1+R\beta)A=(1-\beta R)A$. Because $\beta R\beta R=-\beta\beta RR=-R^2$,

$$UU^\dagger=A(1+\beta R)(1-\beta R)A=A(1+R^2)A=1 .$$

The product $U^\dagger U=(1-\beta R)A^2(1+\beta R)=A^2(1+R^2)$ is also 1.

**Free part.** The operator $\beta\boldsymbol\alpha\cdot\mathbf p$ anticommutes with both parts of $h_0$. With $\beta$, the two products are $(\beta\boldsymbol\alpha\cdot\mathbf p)\beta=-\boldsymbol\alpha\cdot\mathbf p$ and $\beta(\beta\boldsymbol\alpha\cdot\mathbf p)=+\boldsymbol\alpha\cdot\mathbf p$. With $\boldsymbol\alpha\cdot\mathbf p$, they are $+\beta p^2$ and $-\beta p^2$. Each pair sums to zero. Hence $h_0(1-\beta R)=(1+\beta R)h_0$, and

$$Uh_0U^\dagger=A^2(1+\beta R)^2h_0=A^2(1-R^2+2\beta R)h_0 .$$

The two coefficients are

$$A^2(1-R^2)=\frac{E_p+c^2}{2E_p}\,\frac{2c^2}{E_p+c^2}=\frac{c^2}{E_p},\qquad 2A^2\beta R=\frac{\beta c\,\boldsymbol\alpha\cdot\mathbf p}{E_p}.$$

Multiplying out,

$$(c^2+\beta c\,\boldsymbol\alpha\cdot\mathbf p)(c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2)
=c^3\boldsymbol\alpha\cdot\mathbf p+\beta c^4+\beta c^2p^2-c^3\boldsymbol\alpha\cdot\mathbf p=\beta E_p^2 ,$$

where the last term used $\beta(\boldsymbol\alpha\cdot\mathbf p)\beta=-\boldsymbol\alpha\cdot\mathbf p$. Division by $E_p$ gives $Uh_0U^\dagger=\beta E_p$.

**Potential.** With $U^\dagger$ in the form $(1+R\beta)A$,

$$UVU^\dagger=A\left(V+\beta RV+VR\beta+\beta RVR\beta\right)A .$$

In the third term, $VR\beta=-V\beta R=-\beta VR$: one sign comes from passing $\beta$ through $R$, none from passing it through $V$. In the fourth, $\beta$ passes through two factors of $R$, so $\beta RVR\beta=\beta^2RVR=RVR$. Thus

$$UVU^\dagger=A(V+RVR)A+\beta A[R,V]A ,$$

which completes (1). The commutator is anti-Hermitian, $[R,V]^\dagger=[V,R]=-[R,V]$. The prefactor $\beta$ makes the odd term Hermitian, because $(\beta[R,V])^\dagger=-[R,V]\beta=\beta[R,V]$. An implementation without this $\beta$ produces a non-Hermitian matrix.

The potential step used only $V\beta=\beta V$. A nonlocal scalar potential is therefore allowed. A magnetic vector potential is not, since it enters through $\boldsymbol\alpha$ and is odd.

A constant $V$ gives a quick check of code: the commutator vanishes, and (2) reduces the even term to $V$.

## Two-component form

In the standard representation $\beta=\mathrm{diag}(1,1,-1,-1)$, and $\boldsymbol\alpha$ has the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks. Let

$$r_p=\frac{c}{E_p+c^2},\qquad \rho=r_p\,\boldsymbol\sigma\cdot\mathbf p .$$

$R$ then has $\rho$ in both off-diagonal blocks, and (1) becomes

$$UhU^\dagger=\begin{pmatrix}h_+&O\\O^\dagger&h_-\end{pmatrix},\qquad
h_\pm=\pm E_p+A(V+\rho V\rho)A,\qquad O=A[\rho,V]A .\tag{3}$$

DKH1 diagonalizes $h_+-c^2$, with the rest energy removed. The kinetic part should be evaluated as $E_p-c^2=c^2p^2/(E_p+c^2)$, which avoids subtracting two large numbers at small $p$.

For a local potential, let $\tilde V(\mathbf p-\mathbf p')=(2\pi)^{-3}\int e^{-i(\mathbf p-\mathbf p')\cdot\mathbf r}V(\mathbf r)\,d^3r$. The identity $(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf p')=\mathbf p\cdot\mathbf p'+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf p')$ turns the even potential term into the kernel

$$A_p\,\tilde V(\mathbf p-\mathbf p')\left[1+r_pr_{p'}\left(\mathbf p\cdot\mathbf p'+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf p')\right)\right]A_{p'} .\tag{4}$$

Dropping the term in $\boldsymbol\sigma$ gives the scalar-relativistic operator; that term is the spin-orbit coupling. At large momenta $A_p\to1/\sqrt2$ and $r_pp\to1$, so the $V$ and $\rho V\rho$ terms acquire equal kinematic weights. At small momenta $A_p\to1$ and $r_pp\to0$, leaving $V$.

### Assembly in a finite basis

Since $r_p$ commutes with $\boldsymbol\sigma\cdot\mathbf p$, we have $\rho V\rho=r_pWr_p$ with $W=(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$. For a local $V$ and basis functions $\mu,\nu$, the right-hand $\boldsymbol\sigma\cdot\mathbf p$ acts directly on $\nu$, one integration by parts moves the left-hand one onto $\mu$, and $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\varepsilon_{kij}\sigma_k$ gives

$$W_{\mu\nu}=\sum_k\langle\partial_k\mu|V|\partial_k\nu\rangle+i\sum_{kij}\sigma_k\varepsilon_{kij}\langle\partial_i\mu|V|\partial_j\nu\rangle .$$

1. Diagonalize the nonrelativistic kinetic-energy matrix in the basis, with its overlap matrix. An eigenvalue $t_i$ supplies $p_i^2=2t_i$, and hence $E_i$, $A_i$ and $r_i$.
2. Transform $V$ and $W$ to these eigenvectors.
3. Form
$$(h_+-c^2)_{ij}=\delta_{ij}\,\frac{c^2p_i^2}{E_i+c^2}+A_i\left(V_{ij}+r_iW_{ij}r_j\right)A_j .$$

In plane waves $p$ is diagonal and this assembly adds no approximation to the projected operator. In a general finite basis it does add one: functions of the operator $p^2$ are replaced by functions of its matrix, and products of operators by products of matrices. Convergence with the basis must then be checked.

### Operators other than the Hamiltonian

The transformation changes the wavefunction as well as $h$. A Dirac expectation value of $X$ is that of $UXU^\dagger$ in the transformed state. For a scalar multiplicative $X$, the derivation above applies with $V$ replaced by $X$, and the even upper block is $A(X+\rho X\rho)A$. Using $X$ itself with the DKH1 wavefunction omits this change. The same holds for electron-electron repulsion: if it is left out of $V$ and added untransformed, that is a separate approximation, outside (1).

## Low-velocity limit

Let $V$ be local and smooth, and let the momenta in the state be small compared with $c$. Then

$$E_p-c^2=\frac{p^2}{2}-\frac{p^4}{8c^2}+\cdots,\qquad A=1-\frac{p^2}{8c^2}+\cdots,\qquad r_p=\frac1{2c}+\cdots .$$

The expansion of $A$ follows from $A^2=\tfrac12(1+c^2/E_p)=1-p^2/(4c^2)+\cdots$. Write $D=\boldsymbol\sigma\cdot\mathbf p$, so that $D^2=p^2$. The potential terms of order $c^{-2}$ are

$$\frac1{8c^2}\left(2DVD-D^2V-VD^2\right)=-\frac1{8c^2}[D,[D,V]] .$$

The inner commutator is $[D,V]=-i\boldsymbol\sigma\cdot\mathbf g$ with $\mathbf g=\nabla V$. For the outer one, the Pauli identity gives

$$[D,\boldsymbol\sigma\cdot\mathbf g]=(\mathbf p\cdot\mathbf g-\mathbf g\cdot\mathbf p)+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf g-\mathbf g\times\mathbf p)
=-i\nabla^2V-2i\boldsymbol\sigma\cdot(\mathbf g\times\mathbf p),$$

where $\mathbf p\times\mathbf g=-\mathbf g\times\mathbf p$ because $\nabla\times\nabla V=0$. Multiplication by $-i$ yields $[D,[D,V]]=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. Through order $c^{-2}$,

$$h_+-c^2=\frac{p^2}2+V-\frac{p^4}{8c^2}+\frac{\nabla^2V}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}.\tag{5}$$

The last three terms are the mass-velocity, Darwin and spin-orbit terms. The Darwin term needs both $AVA$ and $\rho V\rho$: with either part missing, the double commutator is incomplete.

## Cost of dropping the odd term

Let $\varepsilon$ be an eigenvalue of (3), with rest energy included, and let $\phi$ and $\chi$ be the transformed upper and lower components. The lower row gives $\chi=(\varepsilon-h_-)^{-1}O^\dagger\phi$ if $\varepsilon$ is outside the spectrum of $h_-$. Inserting this in the upper row,

$$\left[h_++O(\varepsilon-h_-)^{-1}O^\dagger\right]\phi=\varepsilon\phi .\tag{6}$$

The odd term is linear in $V$, and two factors of it appear here, so the operator that DKH1 drops begins at second order in $V$. This counts explicit factors of $V$ at a fixed state. A bound state itself changes with $V$, so the energy error of a bound level need not scale as the square of the potential strength: near the bottom of a deep well of curvature $\omega^2\propto V_0$, $\langle(\nabla V)^2\rangle=\omega^4\langle r^2\rangle=\tfrac32\omega^3$ for the lowest level, and (7) below then grows as $V_0^{3/2}$.

At leading order in $1/c$, $O=[D,V]/(2c)=-i\boldsymbol\sigma\cdot\nabla V/(2c)$ and $\varepsilon-h_-=2c^2$. Since $(\boldsymbol\sigma\cdot\nabla V)^2=(\nabla V)^2$,

$$\varepsilon_{\rm Dirac}-\varepsilon_{\rm DKH1}\simeq\frac{\langle(\nabla V)^2\rangle}{8c^4}.\tag{7}$$

For smooth $V$, DKH1 is therefore correct through $c^{-2}$.

The sign can be shown without this expansion when $\varepsilon$ lies above the spectrum of $h_-$. The added operator in (6) is then non-negative, so $\varepsilon$ cannot lie below the lowest eigenvalue of $h_+$. The lowest DKH1 level is at or below the lowest electronic Dirac level.

Equation (7) fails for the $s$ states of a point charge. There $(\nabla V)^2\propto r^{-4}$, while the density of an $s$ state is finite at the origin in the nonrelativistic limit. The radial integral contains $r^2r^{-4}$ and diverges. This is a failure of the expansion, not of identity (1).

## Worked example: a Gaussian well

Take the model potential $V(r)=-V_0e^{-r^2/(2a^2)}$ with $V_0=4000$ hartree and $a=0.05$ bohr. It is smooth, so (5) and (7) apply for large enough $c$, and deep enough to make the corrections visible.

### Radial equations

For angular quantum number $\kappa$, let $l$ and $\bar l$ be the orbital momenta of the upper and lower components: $(l,\bar l)=(0,1)$ for $s_{1/2}$ ($\kappa=-1$), $(1,0)$ for $p_{1/2}$ ($\kappa=1$) and $(1,2)$ for $p_{3/2}$ ($\kappa=-2$). Expanding both plane waves in $\tilde V$ in spherical waves gives the prefactor $(4\pi)^2/(2\pi)^3=2/\pi$. The phases $(-i)^l$ and $i^l$ cancel, so

$$V_l(p,p')=\frac2\pi\int_0^\infty j_l(pr)V(r)j_l(p'r)\,r^2dr ,$$

acting with the measure $p'^2dp'$. The operator $\boldsymbol\sigma\cdot\hat{\mathbf p}$ conserves $j$ and reverses parity, so it exchanges $l$ and $\bar l$. Its square is 1, so the phase it introduces cancels in $\rho V\rho$. With $R_p=r_pp$, the DKH1 operator is

$$E_p-c^2+A(V_l+R_pV_{\bar l}R_p)A .$$

The $p_{1/2}$ and $p_{3/2}$ operators share $V_1$ and differ only through $V_{\bar l}$.

### The lowest $s_{1/2}$ level

The root-mean-square momentum in the DKH1 state is 39.44 bohr$^{-1}$, or $p/c=0.2878$. At this momentum

$$\frac{E_p}{c^2}=\sqrt{1+0.2878^2}=1.0406,\quad A=\sqrt{\frac{2.0406}{2\times1.0406}}=0.9902,\quad R_p=\frac{0.2878}{2.0406}=0.1410 .$$

The expectation values of the three parts of the operator add up to the DKH1 energy:

$$751.750-3006.488-48.852=-2303.590\ \text{hartree}.$$

The terms are $\langle E_p-c^2\rangle$, $\langle AVA\rangle$ and $\langle ARVRA\rangle$. The lowest levels are:

| Treatment | Energy (hartree) |
|---|---:|
| Nonrelativistic | −2297.045 |
| DKH1 | −2303.590 |
| Dirac | −2303.124 |

In electronvolts, DKH1 gives −62 684 and Dirac −62 671. The DKH1 error is −0.466 hartree, about 8% of the full relativistic shift of −6.079 hartree.

Incomplete even terms do much worse. Relative to Dirac, using $V$ in place of $A(V+RVR)A$ gives an error of −19.08 hartree, and using $AVA$ gives +46.67 hartree. Both exceed the relativistic shift itself.

### The odd term

In this well $V\le0$, so $A(V+\rho V\rho)A\le0$ and $h_-\le-c^2$. The bound level lies far above that, and the sign argument after (6) applies. The expectation value of the added operator in (6), taken in the DKH1 state at the DKH1 energy, is 0.4665 hartree. It accounts for the DKH1 error to within $3\times10^{-5}$ hartree.

The leading formula (7), evaluated with the nonrelativistic state, gives 0.576 hartree, about 24% more than the actual gap. Its regime is reached by increasing $c$ with $V$ fixed. Between four and eight times the physical $c$, the gap falls as $c^{-3.98}$; at eight times, it is 0.996 of the value from (7).

The $c^{-2}$ terms in (5), taken to first order, give $-26.488+20.346=-6.142$ hartree for the relativistic shift. This is closer to the Dirac shift than the DKH1 value of −6.545 hartree. The reason is a cancellation: the even operator contributes $-6.545+6.142=-0.403$ hartree beyond those terms, and the odd term contributes about +0.466 hartree. DKH1 keeps the first contribution and drops the second. Agreement through $c^{-2}$ therefore does not ensure that DKH1 improves on first-order perturbation theory in every case.

### Spin-orbit splitting

The lowest $p$ levels, in hartree, are:

| Level | DKH1 | Dirac |
|---|---:|---:|
| $p_{1/2}$ | −1365.786 | −1365.219 |
| $p_{3/2}$ | −1330.316 | −1329.801 |

The splitting is 35.47 hartree in DKH1 and 35.42 hartree in Dirac theory, a difference of 0.05 hartree, about 0.15% of the Dirac splitting. The individual errors, −0.567 and −0.515 hartree, largely cancel in it. For a central potential the spin-orbit term of (5) is $V'(r)\,\mathbf L\cdot\mathbf S/(2c^2r)$, with $\mathbf L\cdot\mathbf S=-1$ for $p_{1/2}$ and $+\tfrac12$ for $p_{3/2}$. To first order it gives $12.763+25.527=38.290$ hartree, about 8% above the Dirac splitting.

The numerical check also tests identity (1) and the spin separation (4) in a three-dimensional plane-wave basis, with $U$ built from the numerical sign of $h_0$ instead of from $A$ and $R$.

## Calculated quantities

```
speed of light c = 137.035999 a.u.; c^2 = 18778.8651 hartree
PLANE-WAVE TEST (largest matrix elements)
plane waves: 27; matrix dimension: 108; spacing 80.0 1/bohr
U minus A(1+beta R): 2.3e-15 (no unit)
free part minus beta E_p: 5.5e-11 hartree
even term size 353.0449, deviation 4.0e-11 hartree
odd term size 44.8920, deviation 5.5e-11 hartree
spin-orbit size 11.2721, split deviation 4.0e-11 hartree
GAUSSIAN WELL
depth V0 = 4000.0 hartree; width a = 0.050 bohr
momentum grid: 160 points up to 600 1/bohr
radial grid: 400 points up to 0.50 bohr
rms momentum, DKH1 s1/2: 39.4405 1/bohr; p/c = 0.28781
at rms momentum: E_p - c^2 = 762.3055 hartree
at rms momentum: A = 0.990199, R_p = 0.141043 (no unit)
s1/2 nonrelativistic energy: -2297.04502 hartree
s1/2 DKH1 energy: -2303.59010 hartree = -62683.88 eV
s1/2 Dirac energy: -2303.12363 hartree = -62671.19 eV
s1/2 Dirac energy, position space: -2303.12363 hartree
Dirac minus nonrelativistic: -6.07861 hartree
DKH1 part <E_p - c^2>: 751.74977 hartree
DKH1 part <A V A>: -3006.48792 hartree
DKH1 part <A R V R A>: -48.85195 hartree
error with even term replaced by V: -19.07866 hartree
error with even term replaced by AVA: 46.66767 hartree
error with full even term (DKH1): -0.46646 hartree
shift from odd term: 0.46649 hartree
DKH1 + odd shift - Dirac: 2.34e-05 hartree
leading shift <(grad V)^2>/(8c^4): 0.57613 hartree
c multiplied by 1: Dirac - DKH1 = 4.6646e-01 hartree
c multiplied by 2: Dirac - DKH1 = 3.3960e-02 hartree
c multiplied by 4: Dirac - DKH1 = 2.2168e-03 hartree
c multiplied by 8: Dirac - DKH1 = 1.4012e-04 hartree
power of c from last two gaps: -3.9837
gap / leading formula at 8c: 0.99620
s1/2 mass-velocity -26.4879, Darwin 20.3461, spin-orbit 0.0000 hartree
s1/2 c^-2 shift at 32c, DKH1 / formula: 1.000082
p1/2 mass-velocity -47.5677, Darwin 13.3502, spin-orbit -25.5266 hartree
p1/2 c^-2 shift at 32c, DKH1 / formula: 0.999956
p3/2 mass-velocity -47.5677, Darwin 13.3502, spin-orbit 12.7633 hartree
p3/2 c^-2 shift at 32c, DKH1 / formula: 1.000019
p nonrelativistic energy: -1308.61484 hartree
p1/2 DKH1 -1365.78614, Dirac -1365.21890 hartree
p3/2 DKH1 -1330.31585, Dirac -1329.80082 hartree
p splitting DKH1 35.47028, Dirac 35.41807 hartree
```
